Converting a Cartesian Hessian to internal coordinates away from stationary points

A geometry optimization in bond lengths and angles is to start from a Cartesian Hessian, computed by coupled-perturbed Kohn–Sham theory at a structure that has not yet relaxed. The decision is whether to convert that matrix with the coordinate transformation alone or to subtract a term containing the gradient first. In the model example below, leaving the term out changes the bending force constant from 0.013 to 0.108 hartree/rad², or to 0.306 hartree/rad² if the molecule is held in a different frame.

**1. Setting and assumptions**

Let x be the column of 3N Cartesian coordinates of a non-linear molecule, N ≥ 3, and E(x) its energy. Assume the following.

(a) E is twice continuously differentiable and unchanged by rigid translations and rotations.

(b) q₁(x), …, q_n(x), with n = 3N − 6, are internal coordinates. They are twice continuously differentiable and also unchanged by rigid motions.

(c) The matrix B, defined below, has n linearly independent rows. The set is therefore complete and non-redundant near x.

Indices a, b label Cartesian components and i, j, k label internal coordinates. Define

B_ia = ∂q_i/∂x_a

g_i = ∂E/∂q_i,  (g_x)_a = ∂E/∂x_a

(H_q)_ij = ∂²E/∂q_i∂q_j,  (H_x)_ab = ∂²E/∂x_a∂x_b

K_ab = Σ_i g_i ∂²q_i/∂x_a∂x_b.

Derivatives with respect to q_i are ordinary partial derivatives with the other internal coordinates fixed. A right inverse of B is any 3N × n matrix A with BA = 1. Column i of A is a set of atomic displacements that changes q_i at unit rate and leaves the other internal coordinates unchanged to first order.

**2. The transformation**

Lemma 1. Near x the energy is a function of q alone, and the null space of B consists of the infinitesimal rigid motions.

Proof. Rigid motions leave every q_i unchanged, so B annihilates their six independent directions. Its null space has dimension 3N − n = 6, so there are no others. By (c), the points near x that share the same q form a six-dimensional surface. The rigidly moved copies of the molecule lie in it and also have six dimensions, so locally the two coincide. E is constant on this surface by (a), and so depends on q alone. ∎

Theorem. Under assumptions (a) to (c),

H_x = Bᵀ H_q B + K  (1)

and, for every right inverse A,

H_q = Aᵀ (H_x − K) A,  with g = Aᵀ g_x.  (2)

Proof. By Lemma 1 the chain rule applies to E(q(x)):

∂E/∂x_a = Σ_i g_i B_ia,  that is, g_x = Bᵀ g.

Multiplying by Aᵀ gives Aᵀg_x = (BA)ᵀg = g. Now differentiate the chain rule with respect to x_b. Both factors depend on x, so the product rule gives two terms:

∂²E/∂x_a∂x_b = Σ_i (∂g_i/∂x_b) B_ia + Σ_i g_i ∂B_ia/∂x_b.

In the first term, g_i is itself a function of q:

∂g_i/∂x_b = Σ_j (H_q)_ij B_jb.

The first term is therefore (BᵀH_qB)_ab. In the second, ∂B_ia/∂x_b = ∂²q_i/∂x_a∂x_b, so the sum is K_ab. This proves (1). Multiply H_x − K = BᵀH_qB by Aᵀ from the left and A from the right:

Aᵀ(H_x − K)A = (BA)ᵀ H_q (BA) = H_q. ∎

At a stationary point g = 0, hence K = 0 and AᵀH_xA is correct. Elsewhere the uncorrected matrix is

AᵀH_xA = H_q + AᵀKA.  (3)

Remark on computing A. For any positive diagonal matrix M of weights,

A = M⁻¹Bᵀ(BM⁻¹Bᵀ)⁻¹

satisfies BA = 1. The matrix in brackets is invertible because the rows of B are independent and M⁻¹ is positive. Equal weights give the smallest Cartesian displacements; atomic masses are another choice. By (2) the corrected Hessian does not depend on it.

Remark on electronic response. Write the Kohn–Sham energy as E(x) = W(x, κ(x)), where the unconstrained parameters κ_m describe the orbitals and ∂W/∂κ_m = 0 at self-consistency. The gradient is then ∂W/∂x_a at fixed κ, because the terms containing ∂κ/∂x are multiplied by zero. Differentiating once more,

(H_x)_ab = ∂²W/∂x_a∂x_b + Σ_m (∂²W/∂x_a∂κ_m)(∂κ_m/∂x_b).

The response ∂κ/∂x follows from differentiating the self-consistency condition:

Σ_m (∂²W/∂κ_l∂κ_m)(∂κ_m/∂x_b) = −∂²W/∂κ_l∂x_b.

Equation (2) needs this full H_x. The matrix K needs the gradient and the geometry, and no further response calculation.

**3. Why the uncorrected result depends on the frame**

Proposition 1. Let t = Ωx be an infinitesimal rotation, where the antisymmetric matrix Ω rotates every atomic vector. Then

H_x t = Ω g_x,  (H_x − K) t = 0.  (4)

Proof. For a finite rotation R, E(Rx) = E(x). Differentiating with respect to x gives Rᵀg_x(Rx) = g_x(x), or g_x(Rx) = R g_x(x): the gradient turns with the molecule. Put R = 1 + εΩ and compare the terms linear in ε. The left side contributes H_xΩx and the right side Ωg_x. The second relation follows from (1), since (H_x − K)t = BᵀH_qBt and Bt = 0. ∎

The energy is constant along a rotation, but its gradient vector changes direction. A Cartesian Hessian taken off a stationary point therefore generally has a non-zero action on rotations. Two right inverses differ by a matrix whose columns are annihilated by B, which by Lemma 1 are rigid motions. Translations do no harm, because H_x annihilates them. Rotations enter AᵀH_xA through (4), and this is how the choice of A alters the uncorrected result.

Proposition 2. Let x(q) be any smooth placement of the molecule in space with internal coordinates q, and let A_aj = ∂x_a/∂q_j. Then

(H_q)_jk = (AᵀH_xA)_jk + g_x · ∂²x/∂q_j∂q_k.  (5)

Proof. Differentiate the identity q_i(x(q)) = q_i. The first derivative is BA = 1. The second is

Σ_ab (∂²q_i/∂x_a∂x_b) A_aj A_bk + Σ_a B_ia ∂²x_a/∂q_j∂q_k = 0.

Multiply by g_i and sum over i. The first term becomes (AᵀKA)_jk. In the second, Σ_i g_iB_ia = (g_x)_a. Hence

(AᵀKA)_jk = −g_x · ∂²x/∂q_j∂q_k,

and substitution in (2) gives (5). ∎

This gives the correction its geometrical meaning. When an angle opens at fixed bond lengths, the atomic positions cannot all be linear functions of the angle, because a bond vector that changes linearly does not keep its length. At least one atom must move on a curved path, or at a varying rate along a straight one. The second-order part of the displacement changes the energy through its product with the gradient, and AᵀH_xA, which contains only the first derivatives of the positions, misses it.

**4. Explicit derivatives for a bent triatomic**

Let atom 3 be central, and set

p = x₁ − x₃ = r₁u,  w = x₂ − x₃ = r₂v,

with unit vectors u and v. Write C = cos θ = u·v and S = sin θ > 0, and define

e = (Cu − v)/S,  f = (Cv − u)/S,  n = (u × v)/S.

The sets u, e, n and v, f, n are each orthonormal. For example, e·u = (C − C)/S = 0 and e·e = (C² − 2C² + 1)/S² = 1. The vectors e and f point in the directions in which atoms 1 and 2 move to open the angle.

Lemma 2. The first derivatives are

∂r₁/∂p = u,  ∂r₂/∂w = v,  ∂θ/∂p = e/r₁,  ∂θ/∂w = f/r₂,

and the non-zero second derivatives are

∂²r₁/∂p∂p = (1 − uuᵀ)/r₁,  ∂²r₂/∂w∂w = (1 − vvᵀ)/r₂

θ_pp = [−(ueᵀ + euᵀ) + (C/S) nnᵀ]/r₁²

θ_ww = [−(vfᵀ + fvᵀ) + (C/S) nnᵀ]/r₂²

θ_pw = −nnᵀ/(r₁r₂S).

Proof. From r₁² = p·p, ∂r₁/∂p = p/r₁ = u. Differentiating p/r₁ again gives

∂u/∂p = 1/r₁ − ppᵀ/r₁³ = (1 − uuᵀ)/r₁.

The formulas for r₂ are the same with w and v. For the angle,

∂C/∂p = (1 − uuᵀ)v/r₁ = (v − Cu)/r₁ = −Se/r₁.

Since dC = −S dθ, ∂θ/∂p = e/r₁. Exchanging the bonds gives ∂θ/∂w = f/r₂. Differentiating dC = −S dθ once more gives, for any two components α and β,

C_αβ = −Cθ_αθ_β − Sθ_αβ,  so θ_αβ = −(C_αβ + Cθ_αθ_β)/S.  (6)

Now differentiate (v − Cu)/r₁ with respect to p. The factor 1/r₁, the scalar C and the vector u each contribute:

C_pp = [−(v − Cu)uᵀ − u(v − Cu)ᵀ − C(1 − uuᵀ)]/r₁²
  = [S(euᵀ + ueᵀ) − C(eeᵀ + nnᵀ)]/r₁².

Adding Cθ_pθ_pᵀ = Ceeᵀ/r₁² cancels the eeᵀ term, and (6) gives θ_pp. Exchanging the bonds gives θ_ww.

For the mixed block, differentiate the same vector with respect to w, using ∂v/∂w = (1 − vvᵀ)/r₂ = (ffᵀ + nnᵀ)/r₂ and ∂C/∂w = −Sf/r₂:

C_pw = [ffᵀ + nnᵀ + Sufᵀ]/(r₁r₂).

Adding Cθ_pθ_wᵀ = Cefᵀ/(r₁r₂) gives nnᵀ + (f + Su + Ce)fᵀ in the numerator. The bracket vanishes, because

f + Ce = (Cv − u + C²u − Cv)/S = −(1 − C²)u/S = −Su.

Only nnᵀ remains, and (6) gives θ_pw. ∎

To pass to atomic coordinates, use δp = δx₁ − δx₃ and δw = δx₂ − δx₃. With the 6 × 9 matrix

L = [1 0 −1; 0 1 −1],

in which each entry multiplies a 3 × 3 unit matrix, the rows of B are the first derivatives times L, and each second-derivative matrix D becomes LᵀDL.

Proposition 3. Suppose the columns of A are displacements in the molecular plane. Let a_i and b_i be the rates at which column i turns bonds 1 and 2 in the opening directions e and f. Then a_i + b_i equals 1 for i = θ and 0 otherwise, and

(AᵀKA)_ij = g_r₁r₁a_ia_j + g_r₂r₂b_ib_j
  − g_θ[(δ_i1a_j + a_iδ_j1)/r₁ + (δ_i2b_j + b_iδ_j2)/r₂],  (7)

where δ_i1 is 1 when q_i = r₁ and 0 otherwise, and δ_i2 does the same for r₂.

Proof. The condition BA = 1 fixes the changes of bond length, so column i produces

δp = δ_i1u + r₁a_ie,  δw = δ_i2v + r₂b_if.

The change of angle is e·δp/r₁ + f·δw/r₂ = a_i + b_i, which gives the stated sum. Insert the displacements in Lemma 2. The stretch matrix of bond 1 keeps the part along e and gives (r₁a_i)(r₁a_j)/r₁ = r₁a_ia_j. The matrix θ_pp gives −(δ_i1r₁a_j + r₁a_iδ_j1)/r₁². Bond 2 gives the corresponding terms, and every nnᵀ term vanishes for motion in the plane. Weighting by g gives (7). ∎

With α = a_θ and β = b_θ = 1 − α, the bend element is

(AᵀKA)_θθ = g_r₁r₁α² + g_r₂r₂β².  (8)

The direction of the error depends on the signs of g_r₁ and g_r₂. A stretched bond by itself contributes a positive g_r and a compressed one a negative g_r, but the force between the end atoms also contributes and can reverse the sign. For in-plane displacements, the uncorrected bend is too stiff if both g_r are positive. If both are negative, it is too soft and may even appear unstable while the true (H_q)_θθ is positive. If the signs differ, the direction also depends on how the turning is divided between the bonds.

**5. A worked model**

The energy is a sum of three Morse terms D[1 − exp(−a(d − d₀))]², one for each pair of atoms. Both bonds have D = 0.20 hartree, a = 1.2 bohr⁻¹ and d₀ = 1.9 bohr. The end pair has D = 0.05 hartree, a = 0.8 bohr⁻¹ and d₀ = 2.8 bohr. The model stands for no particular molecule and contains no electronic calculation; it supplies an invariant energy whose derivatives can be obtained independently in both coordinate systems.

At r₁ = 2.0 bohr, r₂ = 2.3 bohr and θ = 100°, the law of cosines gives the end distance

d₁₂ = √(2.0² + 2.3² − 2 × 2.0 × 2.3 cos 100°) = 3.300 bohr.

All three pairs are stretched. The gradient is

g_r₁ = 0.060992 hartree/bohr
g_r₂ = 0.127407 hartree/bohr
g_θ = 0.024265 hartree/rad.

Take first the frame in which atom 3 and the direction of bond 1 are fixed. Opening the angle turns bond 2 alone, so α = 0 and β = 1, and stretching a bond turns neither. Equation (7) leaves two distinct elements:

(AᵀKA)_θθ = g_r₂r₂ = 0.127407 × 2.3 = 0.29304 hartree/rad²

(AᵀKA)_r₂θ = −g_θ/r₂ = −0.024265/2.3 = −0.01055 hartree/(bohr rad).

The uncorrected elements are 0.30625 hartree/rad² and 0.01022 hartree/(bohr rad). Subtracting the correction gives

(H_q)_θθ = 0.30625 − 0.29304 = 0.01321 hartree/rad²

(H_q)_r₂θ = 0.01022 + 0.01055 = 0.02077 hartree/(bohr rad).

Both agree with direct differentiation of the energy written in r₁, r₂ and θ.

With equal weights, both bonds turn: α = 0.56393 and β = 0.43607. Equation (8) gives

0.060992 × 2.0 × 0.56393² + 0.127407 × 2.3 × 0.43607²
  = 0.038793 + 0.055723 = 0.094516 hartree/rad².

The uncorrected bend constant is now 0.10773 hartree/rad², about eight times the correct value. Relative masses 1, 1 and 16 give 0.10717 hartree/rad². That these two nearly agree is no sign of correctness: both divide the turning between the bonds in similar proportions. For this gradient, minimizing (8) over α gives a smallest possible correction of

(g_r₁r₁)(g_r₂r₂)/(g_r₁r₁ + g_r₂r₂) = 0.12198 × 0.29304/0.41502 = 0.0861 hartree/rad².

No choice of in-plane displacements can therefore rescue the uncorrected bend constant here.

With these two sets of weights the stretch elements change by at most about 0.0025 hartree/bohr², and their errors can have either sign. This is little for the diagonal elements, but with equal weights it takes away a third of the small r₁,r₂ element. For i = j = r₁ the sum rule gives b = −a, and (7) becomes

(g_r₁r₁ + g_r₂r₂)a² − 2g_θa/r₁.

The quadratic term is positive here, but the linear term wins for 0 < a < 0.058. To find a, note that A = M⁻¹Bᵀ(BM⁻¹Bᵀ)⁻¹ gives tᵀMA = (Bt)ᵀ(BM⁻¹Bᵀ)⁻¹ = 0 for every rigid motion t, so its columns carry no linear or angular momentum. With weights 1, 1 and m, the angular condition is

p × δp + w × δw − (p + w) × (δp + δw)/(m + 2) = 0,

where δp = u + r₁ae and δw = −r₂af. Using u × v = Sn, u × e = −n, v × f = n, u × f = Cn and v × e = −Cn, this becomes

a = r₂S/[(m + 1)(r₁² + r₂²) − 2r₁r₂C],

which is 0.112 for equal weights and 0.014 for the unequal masses. This is why the uncorrected r₁,r₁ element, 0.40559 hartree/bohr² when correct, rises to 0.40810 with equal weights and falls to 0.40533 with unequal masses.

The rotation property (4) is also visible. For a rotation about the molecular normal, Ω turns each in-plane gradient vector by 90° without changing its length, so |H_xt| = |g_x|. Its value is 0.183 hartree/bohr per radian, while |(H_x − K)t| vanishes to rounding error.

An energy test needs no second Hessian for comparison. Open the angle by δ = 0.02 rad at fixed bond lengths. The correct quadratic model predicts

g_θδ + ½(H_q)_θθδ² = 4.8530 × 10⁻⁴ + 0.0264 × 10⁻⁴ = 4.8794 × 10⁻⁴ hartree.

The true change is 4.8767 × 10⁻⁴ hartree, which leaves a remainder of −2.67 × 10⁻⁷ hartree. Without K, equal weights leave −1.92 × 10⁻⁵ hartree. Halving δ reduces the two remainders by factors of 7.91 and 4.03. A cubic remainder would give 8 and a quadratic one 4, apart from higher orders. The correct matrix thus reproduces the second-order energy, and the uncorrected one does not.

A correct Hessian does not make a full Newton step safe. With the Hessian elements in the output, the step −H_q⁻¹g is −0.17 bohr in r₁, −1.48 bohr in r₂ and +0.76 rad in θ. It shortens bond 2 to 0.82 bohr and raises the model energy from 0.037 to 1.42 hartree. The bend alone would give −g_θ/(H_q)_θθ = −0.024265/0.013211 = −1.84 rad, which has the opposite sign because it ignores the coupling to the bond lengths. The quadratic model is right at the starting point, but the full step goes far beyond the region where it is accurate. A restriction on step length is a separate matter from the transformation.

The model has a minimum where all three pairs have their preferred lengths: r₁ = r₂ = 1.9 bohr and

cos θ = 1 − 2.8²/(2 × 1.9²),  θ = 94.93°.

There the gradient vanishes, and the uncorrected transformation agrees with the direct Hessian to rounding error for both sets of weights.

**6. Where the conditions fail**

As θ approaches 0 or 180°, S tends to zero and the terms C/S and 1/S in Lemma 2 diverge. At the limit itself the angle is not a smooth coordinate. Short of it, (2) still holds. For an energy that is smooth through the linear structure at 180°, bending to either side gives the same energy, so g_θ vanishes in proportion to S; the product g_θ/S, and with it K, stays finite. An exactly linear triatomic also lies outside the assumptions: it has five independent rigid motions instead of six, and needs four internal coordinates, two of them for bending.

In a redundant set the rows of B are dependent. No A with BA = 1 exists, and g_x = Bᵀg does not determine g uniquely. Equation (2) cannot then be used as it stands.

If the energy depends on orientation, as in an external field fixed in space, E is not a function of q alone and Lemma 1 fails. Coordinates describing the orientation must then be added, and also the position if the energy depends on it. The same applies in principle to a numerical approximation that breaks rotational or translational invariance, such as a Kohn–Sham Hessian computed without the derivatives of the integration grid; the corrected matrix then depends slightly on the choice of A. A non-zero (H_x − K)t, for a rotation or a translation t, reveals such a violation, since (1) requires it to be zero. A zero value does not exclude one. A uniform field normal to the plane of a triatomic, acting on fixed atomic charges, changes neither H_x nor g for in-plane A; it shows up only as a failure of g_x = Bᵀg.

The numerical output lists all distinct Hessian elements of the model at the starting geometry, with and without K.

Numbers as computed

```
Model bent triatomic; atom 3 is central
bond pairs: depth = 0.20 hartree, exponent = 1.2 1/bohr, length = 1.9 bohr
end pair: depth = 0.05 hartree, exponent = 0.8 1/bohr, length = 2.8 bohr
r1 = 2.0 bohr, r2 = 2.3 bohr
theta = 100.0 degree
end distance = 3.29963 bohr
energy = 0.037051 hartree
g_r1 = 0.060992 hartree/bohr
g_r2 = 0.127407 hartree/bohr
g_theta = 0.024265 hartree/rad
relative masses of atoms 1, 2, 3 (dimensionless): [ 1.  1. 16.]
Hessian columns: direct, corrected (equal weights),
  then without K: equal weights, unequal masses, fixed frame
H(r1,r1) [hartree/bohr^2]:  0.405592  0.405592  0.408098  0.405331  0.405592
H(r1,r2) [hartree/bohr^2]:  0.006343  0.006343  0.004164  0.006570  0.006343
H(r2,r2) [hartree/bohr^2]:  0.096002  0.096002  0.097897  0.095805  0.096002
H(r1,theta) [hartree/(bohr rad)]:  0.021396  0.021396  0.007931  0.013686  0.021396
H(r2,theta) [hartree/(bohr rad)]:  0.020770  0.020770  0.021928  0.016924  0.010220
H(theta,theta) [hartree/rad^2]:  0.013211  0.013211  0.107727  0.107170  0.306247
equal weights: alpha = 0.56393, beta = 0.43607 (dimensionless)
  K correction theta,theta = 0.094516 hartree/rad^2
unequal masses: alpha = 0.56873, beta = 0.43127 (dimensionless)
  K correction theta,theta = 0.093959 hartree/rad^2
fixed frame: alpha = 0.00000, beta = 1.00000 (dimensionless)
  K correction theta,theta = 0.293037 hartree/rad^2
fixed frame: K correction r2,theta = -0.010550 hartree/(bohr rad)
Rotation about the molecular normal, per radian:
  norm of H_x t = 0.182910 hartree/bohr
  norm of (H_x-K) t = 9.1e-17 hartree/bohr
bend step = 0.02 rad: energy change = 4.876706e-04 hartree
  remainder with correct Hessian = -2.667e-07 hartree
  remainder without K, equal weights = -1.917e-05 hartree
bend step = 0.01 rad: energy change = 2.432744e-04 hartree
  remainder with correct Hessian = -3.373e-08 hartree
  remainder without K, equal weights = -4.760e-06 hartree
remainder ratio, correct = 7.907 (dimensionless)
remainder ratio, without K = 4.028 (dimensionless)
minimum: r1 = r2 = 1.9 bohr, theta = 94.926 degree
largest error without K at minimum = 1.1e-15 atomic units
```
